# How atomic quadrupoles give tight binding the sigma hole of Br2

**Question.** Ammonia binds to Br2 with its nitrogen on the extension of the Br–Br axis. Why does a tight-binding theory built on atomic charges have trouble with this halogen bond, why was GFN1-xTB given a correction that depends on the angle, and what do the atomic quadrupoles of GFN2-xTB change?

**Answer.**

**What the charges cannot say**

Tight binding of this family writes the electron density as a sum of neutral, spherical atomic densities plus a fluctuation \(\delta\rho\). Outside its own cloud, a neutral spherical atom produces no potential. Between molecules that do not overlap, the electrostatic energy is therefore the Coulomb energy between their fluctuations. If each atom's fluctuation is replaced by its charge, what is left is

\[
E_{\rm mono}=\sum_{A\in{\rm Br_2}}\sum_{B\in{\rm NH_3}}q_Aq_B\gamma_{AB},
\]

where \(\gamma_{AB}\) tends to \(1/R_{AB}\) at large distance. The two atoms of isolated Br2 are equivalent and the molecule is neutral, so both \(q_A\) vanish. With unrelaxed densities, \(E_{\rm mono}=0\) wherever the ammonia stands.

GFN1 resolves the charges by shell, which softens this statement a little. Shell charges on one Br atom sum to zero but carry different \(\gamma\), so a remainder can survive. With \(\gamma=1/\sqrt{R^2+\eta^{-2}}\), where \(\eta\) differs between the shells, it falls as \(R^{-3}\) for each charge of the partner, and as \(R^{-4}\) once the charges of neutral ammonia are summed. It depends on interatomic distances alone, so no single atom can show a positive cap and a negative belt.

The charges do respond to the partner. Take two Br sites joined by one σ bond with two electrons, hopping \(t\), on-site repulsion \(U\) and intersite repulsion \(\gamma\). Let the charges be \(q\) and \(-q\), so that the electron numbers are \(1-q\) and \(1+q\). The orbital coefficients satisfy \(c_1^2=(1-q)/2\) and \(c_2^2=(1+q)/2\), and the bond energy is \(-4tc_1c_2=-2t\sqrt{1-q^2}\). The Coulomb energy is \(\tfrac12U(q^2+q^2)-\gamma q^2\). With a potential difference \(\Delta V=V_1-V_2\) from outside,

\[
E(q)=-2t\sqrt{1-q^2}+(U-\gamma)q^2+q\,\Delta V .
\]

For small \(q\), \(-2t\sqrt{1-q^2}\approx-2t+tq^2\). Setting the derivative to zero gives \(q=-\Delta V/[2(t+U-\gamma)]\), and insertion gives

\[
E_{\rm flow}=E+2t\approx-\frac{(\Delta V)^2}{4(t+U-\gamma)} .
\]

This energy is of second order. It cannot be repulsive, because \(q=0\) is always available and costs nothing.

Monopole theory therefore does not miss the whole halogen bond. Its Hamiltonian still mixes the nitrogen lone pair with the empty σ* orbital of Br2, and repulsion and dispersion are present too. It misses the permanent, direction-dependent electrostatic part.

**Where the sigma hole comes from**

Define the dipole \(\boldsymbol\mu=\sum q\,\mathbf r\) and the traceless quadrupole \(\Theta=\tfrac12\sum q(3\mathbf r\mathbf r-r^2\mathbf 1)\) about a nucleus, in atomic units. In a \(p_z\) orbital the angular density is proportional to \(\cos^2\theta\), so

\[
\frac{\langle z^2\rangle}{\langle r^2\rangle}=\frac{\int_{-1}^{1}u^4du}{\int_{-1}^{1}u^2du}=\frac{2/5}{2/3}=\frac35 .
\]

One \(p_z\) electron, of charge \(-1\), contributes \(-\tfrac12(\tfrac95-1)\langle r^2\rangle=-\tfrac25\langle r^2\rangle\) to \(\Theta_{zz}\). For \(p_x\) or \(p_y\), \(\langle z^2\rangle=\tfrac15\langle r^2\rangle\), and the contribution is \(+\tfrac15\langle r^2\rangle\). With occupations \(n_x,n_y,n_z\),

\[
\Theta_{zz}=\frac25\langle r^2\rangle\left[\frac{n_x+n_y}{2}-n_z\right].
\]

A Br atom that shares one \(p_z\) electron in the bond and keeps full \(p_x\) and \(p_y\) shells has \(\Theta_{zz}=+\tfrac25\langle r^2\rangle\) and no charge.

The potential follows from the expansion

\[
\frac1{|\mathbf R-\mathbf r|}=\frac1R+\frac{\mathbf R\cdot\mathbf r}{R^3}+\frac{3(\mathbf R\cdot\mathbf r)^2-R^2r^2}{2R^5}+\dots
\]

Summing over the charges of one atom gives

\[
V(\mathbf R)=\frac qR+\frac{\boldsymbol\mu\cdot\mathbf R}{R^3}+\frac{\mathbf R\cdot\Theta\cdot\mathbf R}{R^5}.
\]

For an axial atom \(\Theta_{xx}=\Theta_{yy}=-\tfrac12\Theta_{zz}\), and the last term is \(\Theta_{zz}(3\cos^2\theta-1)/(2R^3)\). It equals \(+\Theta_{zz}/R^3\) on the axis and \(-\Theta_{zz}/(2R^3)\) at right angles: a positive cap, the sigma hole, and a negative belt.

**The size of the hole**

The numbers below come from Hartree–Fock calculations in the def2-SVP basis, with Br–Br 2.28 Å, N–H 1.01 Å and H–N–H 107°. This level lacks correlation, and hence dispersion. Atomic moments are Mulliken-partitioned: each product of basis functions \(\kappa\lambda\) is assigned to the atom of \(\kappa\), as in \(\boldsymbol\mu_A=-\sum_{\kappa\in A,\lambda}P_{\kappa\lambda}\langle\kappa|\mathbf r-\mathbf R_A|\lambda\rangle\), with \(P\) the density matrix. They depend on the basis: in def2-TZVP the Br quadrupole and dipole given below become 2.38 and \(-0.116\), the molecular quadrupole of Br2 3.754 instead of 3.815, and the ammonia dipole 0.686 instead of 0.698.

A free Br atom with its five 4p electrons spread evenly has \(\langle r^2\rangle=5.17\) for 4p, so the ideal hole is \(0.4\times5.17=2.07\). In Br2 each atom has \(\Theta_{zz}=2.28\), about 10% more. It also has a dipole of \(-0.086\) along the outward direction, so the negative end points outward and works against the hole.

At 2.8 Å (5.29 bohr) from the outer Br on the axis, that atom's quadrupole gives \(2.28/5.29^3=15.4\) m\(E_h/e\), and the inner atom, at 9.60 bohr, adds 2.6. The dipoles subtract 2.1. The same distance at other angles Br–Br–probe gives, in m\(E_h/e\):

| Angle | Dipoles | Quadrupoles | Full density |
|---|---|---|---|
| 180° | −2.1 | 18.0 | 16.7 |
| 150° | −1.7 | 12.1 | 10.7 |
| 120° | −0.5 | 0.2 | −0.6 |
| 90° | 1.2 | −7.0 | −5.6 |

The last column uses the nuclei and the whole electron density. In this partition the quadrupoles make the hole and the dipoles trim it. The full potential changes sign at 122°. In def2-TZVP the last column reads 16.8, 10.7, −0.5 and −5.2, and the sign change stays at 122°.

**What a geometric correction restores**

The GFN1 halogen-bond term has the form

\[
E_{\rm XB}=k\left(\frac{1-\cos\theta}{2}\right)^6\frac{x^2-cx}{1+x^2},\qquad x=\left(\frac{r_0}{R}\right)^6,
\]

with \(\theta\) the angle Br–Br–N, \(R\) the Br–N distance and \(k>0\). The numerator of the radial derivative with respect to \(x\) is

\[
(2x-c)(1+x^2)-2x(x^2-cx)=cx^2+2x-c ,
\]

which vanishes at \(x=(\sqrt{1+c^2}-1)/c\). With the round values \(r_0=2.3\) Å and \(c=0.4\), which are not the published parameters, \(x=0.193\) and the minimum lies at \(R=3.03\) Å, with depth \(0.0385\,k\).

The angular factor is 1 at 180°, 0.18 at 120° and \(1/64\) at 90°. It supplies the missing attraction at the cap and nearly switches off at the belt, but it cannot change sign there as the potential does. Nor does it know the charge distribution of either molecule.

Its distance law differs as well. At large \(R\) the correction tends to \(-kcx\), which falls as \(R^{-6}\). For the electrostatic law, let \(\Theta\) be the quadrupole of the whole Br2 molecule and \(\mu\) the ammonia dipole, which points from N towards the hydrogens. End-on, \(V=\Theta/R^3\), the field is \(-dV/dR=3\Theta/R^4\) outward, and the dipole points outward too. Side-on, \(V=-\Theta/(2R^3)\) and the field is \(-3\Theta/(2R^4)\). With \(E=-\boldsymbol\mu\cdot\mathbf F\), where \(\mathbf F\) is the field,

\[
E_{\rm end}\to-\frac{3\mu\Theta}{R^4},\qquad E_{\rm side}\to+\frac{3\mu\Theta}{2R^4}.
\]

Moving an outward dipole \(\mu_{\rm Br}\) from its nucleus at \(a=b/2\) to the bond centre adds \(2a\mu_{\rm Br}\) to \(\Theta_{zz}\), since \(\sum qz^2\) grows by \(2a\mu_{\rm Br}\) and \(\tfrac12(3-1)=1\). For both atoms this makes \(2b\mu_{\rm Br}\), where \(b=4.31\) bohr is the bond length:

\[
\Theta=2(2.2784)+2(4.31)(-0.0861)=4.557-0.742=3.815 .
\]

With \(\mu=0.698\) the predicted coefficients of \(R^{-4}\) are \(-7.99\) and \(+4.00\). The Coulomb energy of the two unrelaxed densities, computed from integrals at 30 and 60 Å and extrapolated linearly in \(1/R\), gives \(-7.94\) and \(+4.05\).

**What GFN2 keeps, and what it leaves out**

GFN2 adds atomic dipoles and quadrupoles to the charges. With \(\mathbf R=\mathbf R_A-\mathbf R_B\), its anisotropic electrostatic energy for one pair is

\[
\begin{aligned}
E_{AB}={}&f_3\frac{q_A\boldsymbol\mu_B\cdot\mathbf R-q_B\boldsymbol\mu_A\cdot\mathbf R}{R^3}
+f_5\frac{q_A\mathbf R\cdot\Theta_B\cdot\mathbf R+q_B\mathbf R\cdot\Theta_A\cdot\mathbf R}{R^5}\\
&+f_5\left[\frac{\boldsymbol\mu_A\cdot\boldsymbol\mu_B}{R^3}-\frac{3(\boldsymbol\mu_A\cdot\mathbf R)(\boldsymbol\mu_B\cdot\mathbf R)}{R^5}\right].
\end{aligned}
\]

The first two terms are charges in the potential derived above; the minus sign arises because \(\mathbf R\) reverses when seen from the other atom. The bracket is \(\boldsymbol\mu_A\cdot\nabla(\boldsymbol\mu_B\cdot\mathbf R/R^3)\). The damping factors are \(f_3=1/[1+6(R_0/R)^3]\) and \(f_5=1/[1+6(R_0/R)^4]\).

The series stops at \(R^{-3}\) for each atom pair, so an atomic dipole does not couple to an atomic quadrupole. This matters for ammonia, whose dipole comes partly from charges and partly from atomic dipoles. Nitrogen carries \(-0.308\,e\), and the plane of the hydrogens lies 0.710 bohr beyond it, so the charges give \(0.308\times0.710=0.219\). The atomic dipoles supply the other 0.480, of which nitrogen holds 0.363.

In the retained terms, the charge part sees all of \(\Theta\), but the atomic dipoles see only the share \(-0.742\) made by the Br dipoles. The end-on coefficient is then

\[
-3\,[0.219(3.815)+0.480(-0.742)]\approx-1.4,
\]

about 18% of \(-7.99\). At an N–Br distance of 12 Å the retained terms indeed give \(-0.0127\) kJ/mol, against \(-0.0712\) from the densities. If charges alone carried the partner's dipole, the whole leading term would be kept. The fraction thus belongs to this basis and this partition of the density: in def2-TZVP nitrogen carries \(-0.708\,e\) and about 66% is kept. GFN2 generates its own moments.

**The contact at 2.8 Å**

Side-on, nitrogen stands beside one Br atom, with the angle Br–Br–N at 90°. In both positions the hydrogens point away from that atom. Undamped multipole energies at N–Br 2.8 Å, in kJ/mol, are:

| Term | End-on | Side-on |
|---|---|---|
| charge–dipole | 0.65 | −0.27 |
| charge–quadrupole | −6.36 | 2.05 |
| dipole–dipole | 1.28 | −0.55 |
| sum of these (GFN2 set) | −4.43 | 1.23 |
| dipole–quadrupole | −11.95 | 3.90 |
| quadrupole–quadrupole | −4.78 | 1.57 |

If the Br quadrupoles are deleted, the GFN2 set becomes \(+1.93\) end-on and \(-0.82\) side-on. Both signs reverse, so with these Mulliken moments the quadrupoles cause the correct preference. In def2-TZVP the set is \(-12.7\) end-on and \(+3.8\) side-on, and deleting the Br quadrupoles again reverses both signs. Dividing the same density among the atoms in another way can change even the signs of the truncated set: a Löwdin partition of the def2-SVP density gives \(+1.9\) end-on and \(-1.2\) side-on.

With the Mulliken charges of ammonia, monopole charge flow is much smaller. These charges produce potentials of \(-9.0\) and \(-2.6\) m\(E_h/e\) at the two Br nuclei in the end-on case. With round values \(t=0.10\) and \(U=0.30\,E_h\), and \(\gamma=1/\sqrt{b^2+U^{-2}}=0.184\,E_h\), the flow energy is \(-(0.0063)^2/0.866\,E_h\), or \(-0.12\) kJ/mol. Side-on it is \(-0.07\) kJ/mol, again attractive. The size depends on the charges: these carry only 0.219 of the dipole of 0.698, and since the energy is quadratic in \(\Delta V\), charges that carried all of it would give about ten times as much. The sign would stay the same.

Damping can be severe at this distance. With an illustrative \(R_0=4\) bohr for all pairs, the GFN2 set falls to \(-0.96\) end-on and becomes \(-0.41\) side-on, where the belt repulsion is lost. Nitrogen, at 5.29 bohr from the nearer Br, has \(f_5=0.34\), while the hydrogens, at 6.26 bohr, have \(f_5=0.50\). Near pairs are thus weakened more than distant ones, and a sum of terms with opposite signs can change its sign. The result depends on the chosen radius: the side-on sum stays positive for \(R_0\) below about 3.1 bohr.

The Hartree–Fock interaction energy, corrected for basis-set superposition by the counterpoise method, shows how much is at stake. Frozen electrostatics is the Coulomb energy of the unrelaxed densities; exchange repulsion is the further energy of the antisymmetric wavefunction built from the same unrelaxed orbitals; relaxation is the remainder, polarization and charge transfer together. In kJ/mol:

| Part | End-on | Side-on |
|---|---|---|
| frozen electrostatics | −42.5 | −23.2 |
| exchange repulsion | 43.8 | 80.8 |
| relaxation | −19.1 | −5.6 |
| total | −17.8 | 52.0 |

These values are not converged in the basis. In def2-TZVP the four rows read −52.0, 59.1, −17.5 and −10.3 end-on, and −41.6, 105.2, −10.8 and 52.8 side-on.

End-on, the multipole terms sum to \(-21.2\) kJ/mol. Without them the total would be \(-17.8+21.2=+3.4\) kJ/mol: at this level and distance the contact would no longer bind. In def2-TZVP the same remainder is \(+11.9\) kJ/mol. Its size is not firm: it depends on the basis, on the partition, on where the series stops, and on dispersion, which is absent here and could change its sign.

Side-on, frozen electrostatics is attractive although the multipoles give \(+6.7\) kJ/mol. The difference, about \(-30\) kJ/mol (about \(-48\) in def2-TZVP), comes from overlapping clouds and from multipoles beyond the quadrupole. The belt's electrostatic repulsion is therefore a statement about separated densities, not about this close contact.

End-on is preferred by 69.8 kJ/mol at equal N–Br distance, of which exchange repulsion supplies 37.0, electrostatics 19.3 and relaxation 13.5. These shares belong to the small def2-SVP basis. In def2-TZVP the preference is 63.1 kJ/mol, with 46.0 from exchange repulsion, 10.4 from electrostatics and 6.7 from relaxation: the order is the same, but the last two shares are halved. The sigma hole is one source of the directionality, and at this distance not the largest. It is the source that atomic charges on Br2 cannot represent, that GFN1 replaces by an angle, and that GFN2 derives from the density, within the limits of its truncated and damped series.
